\section*{Mobility-Based Drude Theory and High-Frequency Free-Carrier Absorption}

\section{What dimensions and symmetry fix}

Take $n$ carriers per volume, of mass $m$ and charge $-e$, in a uniform oscillating field of angular frequency $\omega$. The conductivity has the dimension of $ne^2/m$ times a time. At zero frequency that time must be a mean scattering time.

At high frequency the dependence is different. A carrier that never collides has a velocity a quarter period out of phase with the field and absorbs no power on average. To lowest order, absorption is therefore proportional to the collision rate. The remaining factor must have the dimension of time squared, and $\omega^{-2}$ supplies it:
\begin{equation}
\sigma(0)\propto\frac{ne^2}{m}\,(\text{mean time}),\qquad
\mathrm{Re}\,\sigma(\omega)\propto\frac{ne^2}{m\omega^2}\,(\text{mean rate}).
\end{equation}
If the scattering time depends on energy, the mean rate is not the reciprocal of the mean time. The mobility measures the second quantity and high-frequency absorption the first.

\section{The averaged conductivity}

Let the band be parabolic and isotropic, with equilibrium occupation $f_0(E)$. Collisions relax the current-carrying part of the distribution at a rate $1/\tau(E)$. This holds for elastic scattering, with $\tau$ the transport time, and for inelastic collisions that randomize the direction of motion. The photon energy $\hbar\omega$ is taken to be small compared with $kT$, and each collision to be brief compared with $1/\omega$.

For a weak field $\mathcal E e^{-i\omega t}$ along $z$, write $f=f_0+f_1$. Since $\partial f_0/\partial p_z=v_zf_0'$, the linear Boltzmann equation is
\begin{equation}
-i\omega f_1-e\mathcal E v_z f_0'=-\frac{f_1}{\tau}
\quad\Rightarrow\quad
f_1=-e\mathcal E v_z(-f_0')\frac{\tau}{1-i\omega\tau}.
\end{equation}
The current density is $-e$ times the sum of $v_zf_1$ over states. The angular average of $v_z^2$ is $v^2/3=2E/(3m)$, and the density of states is $g_0\sqrt E$, so
\begin{equation}
\sigma=\frac{2e^2g_0}{3m}\int_0^\infty E^{3/2}(-f_0')\frac{\tau}{1-i\omega\tau}\,dE .
\end{equation}
Integration by parts, with vanishing boundary terms, gives the density as
\begin{equation}
n=g_0\int_0^\infty\sqrt E f_0\,dE=\frac{2g_0}{3}\int_0^\infty E^{3/2}(-f_0')\,dE .
\label{n}
\end{equation}
Hence
\begin{equation}
\sigma=\frac{ne^2}{m}\left\langle\frac{\tau}{1-i\omega\tau}\right\rangle,\qquad
\langle A\rangle=\frac{\int A\,E^{3/2}(-f_0')\,dE}{\int E^{3/2}(-f_0')\,dE}.
\label{sigma}
\end{equation}

For ellipsoidal valleys $v_i^2$ averages to $2E/(3m_i)$ on an energy surface. If $\tau$ depends on $E$ alone the weight is unchanged, and equally filled valleys give $1/m=(1/m_l+2/m_t)/3$.

Equation (\ref{sigma}) was tested by integrating the Boltzmann equation in time on a velocity grid, in units $kT=m=1$, with $1/\tau=0.5+E$, $\omega=3$ and unit force amplitude. The mean absorbed power per carrier was $0.074056$, equal to $\frac12\langle\tau/(1+\omega^2\tau^2)\rangle$ to the digits shown.

\section{The high-frequency inequality}

The drift mobility is $\mu=e\langle\tau\rangle/m$. Mobility-based Drude theory replaces the distribution of times by the single time $\langle\tau\rangle=m\mu/e$. Absorption here means $\mathrm{Re}\,\sigma$, which sets the power absorbed at a given field. The two expressions are
\begin{equation}
\mathrm{Re}\,\sigma=\frac{ne^2}{m}\left\langle\frac{\tau}{1+\omega^2\tau^2}\right\rangle,\qquad
\mathrm{Re}\,\sigma_D=\frac{ne^2}{m}\frac{\langle\tau\rangle}{1+\omega^2\langle\tau\rangle^2}.
\end{equation}
As $\omega$ grows, $\omega^2\tau/(1+\omega^2\tau^2)$ rises monotonically to $1/\tau$ at each energy, so its average tends to $\langle1/\tau\rangle$, assumed finite. The Drude expression times $\omega^2$ tends to $1/\langle\tau\rangle$ instead. The limiting ratio is
\begin{equation}
R_\infty=\langle\tau\rangle\langle1/\tau\rangle .
\end{equation}
To compare it with one, expand a square that cannot be negative:
\begin{equation}
\left\langle\frac{(\tau-\langle\tau\rangle)^2}{\tau\langle\tau\rangle}\right\rangle
=\frac{\langle\tau\rangle}{\langle\tau\rangle}-2+\langle\tau\rangle\left\langle\frac1\tau\right\rangle
=R_\infty-1\ge0 .
\label{var}
\end{equation}
Equality requires $\tau=\langle\tau\rangle$ wherever the weight is nonzero. For any other $\tau(E)$, Drude theory with the mobility time underestimates the high-frequency limit.

The response to a short impulse shows the reason. By (\ref{sigma}) the current afterwards decays as $\langle e^{-t/\tau}\rangle$. Its area, $\langle\tau\rangle$, fixes the mobility, and its initial slope, $-\langle1/\tau\rangle$, fixes the high-frequency absorption. Long-lived carriers dominate the area, and rapidly scattered carriers dominate the slope. A single exponential with the correct area starts with too small a slope.

\section{Where the inequality sets in}

Put $y=\tau/\langle\tau\rangle$, so that $\langle y\rangle=1$, and $W=\omega\langle\tau\rangle$. At any frequency the ratio of true to Drude absorption is
\begin{equation}
R=\langle g(y)\rangle,\qquad g(y)=\frac{(1+W^2)y}{1+W^2y^2}.
\end{equation}
Here $g(1)=1$ and $g'(1)=(1-W^2)/(1+W^2)$. The tangent at $y=1$ is
\begin{equation}
1+g'(1)(y-1)=\frac{2W^2+(1-W^2)y}{1+W^2},
\end{equation}
and its average is one. Subtracting it from $g$ over the common denominator $(1+W^2)(1+W^2y^2)$ leaves the numerator
\begin{align}
N&=(1+W^2)^2y-(1+W^2y^2)\left[2W^2+(1-W^2)y\right]\nonumber\\
&=W^2\left[-2+(3+W^2)y-2W^2y^2+(W^2-1)y^3\right]\nonumber\\
&=W^2(y-1)^2\left[(W^2-1)y-2\right].
\end{align}
Therefore
\begin{equation}
R-1=\frac{W^2}{1+W^2}\left\langle\frac{(y-1)^2[(W^2-1)y-2]}{1+W^2y^2}\right\rangle .
\label{id}
\end{equation}
For $0<W\le1$ the square bracket is negative, so $R<1$ for every non-constant $\tau$. At these frequencies Drude theory overestimates absorption. The statement about underestimation thus needs its words ``high-frequency''.

There is one crossover. With $w=W^2$,
\begin{equation}
\frac{dR}{dw}=\left\langle\frac{y(1-y^2)}{(1+wy^2)^2}\right\rangle .
\end{equation}
Multiply by $(1+w)^2$ and define $k=(1+w)/(1+wy^2)$, for which $dk/dw=(1-y^2)/(1+wy^2)^2$. Then
\begin{equation}
\frac{d}{dw}\left[(1+w)^2\frac{dR}{dw}\right]
=\left\langle\frac{2y(1-y^2)^2k}{(1+wy^2)^2}\right\rangle>0 .
\end{equation}
The slope of $R$ can therefore change sign once at most, from negative to positive. Now $R$ starts at one, lies below one for $0<W\le1$, and ends at $R_\infty>1$. It must fall to a single minimum and then rise, crossing one at a single frequency $\omega_c$ with $\omega_c\langle\tau\rangle>1$. Above $\omega_c$ Drude theory underestimates absorption.

For a narrow spread, $y=1+\delta$, the leading term of (\ref{id}) is
\begin{equation}
R-1\simeq\frac{W^2(W^2-3)}{(1+W^2)^2}\langle\delta^2\rangle ,
\end{equation}
so the crossover lies near $W=\sqrt3$. A broad distribution can move it.

\section{Power laws and the degenerate limit}

Let $\tau\propto x^r$ with $x=E/kT$, and let the carriers be nondegenerate, so that $-f_0'\propto e^{-x}$. Then $\langle x^r\rangle=\Gamma(5/2+r)/\Gamma(5/2)$ and, for $|r|<5/2$,
\begin{equation}
R_\infty=\frac{\Gamma(5/2+r)\,\Gamma(5/2-r)}{\Gamma(5/2)^2},\qquad
\Gamma(5/2)^2=\frac{9\pi}{16}.
\end{equation}
Acoustic phonons scatter with a nearly constant squared matrix element. The rate follows the density of final states, so $r=-1/2$ and
\begin{equation}
R_\infty=\frac{\Gamma(2)\Gamma(3)}{9\pi/16}=\frac{32}{9\pi}\simeq1.13 .
\end{equation}
For unscreened charged impurities the cross-section varies as $E^{-2}$, apart from a logarithm, and the speed as $E^{1/2}$. Thus $r=3/2$ and
\begin{equation}
R_\infty=\frac{\Gamma(4)\Gamma(1)}{9\pi/16}=\frac{32}{3\pi}\simeq3.40 .
\end{equation}
The crossovers are at $\omega\langle\tau\rangle=1.71$ and $2.54$. The first is close to the narrow-spread value $\sqrt3$.

In a strongly degenerate gas $-f_0'$ is a peak at the Fermi energy $E_F$ with variance $\pi^2(kT)^2/3$. Then $\delta\simeq r(E-E_F)/E_F$, and (\ref{var}) gives $R_\infty-1\simeq(\pi^2r^2/3)(kT/E_F)^2$ to leading order. The effect disappears because the carriers that conduct share nearly one energy.

\section{Collisions between carriers}

Collisions between carriers of equal mass conserve total momentum but redistribute it over energy. A simple model relaxes the distribution at a constant rate $\nu$ towards a Maxwellian drifting with the mean velocity. Write $f_1=-e\mathcal Ev_z(-f_0')\phi(E)$. The drifting Maxwellian has the same form with $\phi$ replaced by $\langle\phi\rangle$, so
\begin{equation}
\left(-i\omega+\frac1\tau+\nu\right)\phi-\nu\langle\phi\rangle=1 .
\label{cc}
\end{equation}
At zero frequency, with $1/\tau'=1/\tau+\nu$, this gives $\phi=\tau'(1+\nu\langle\phi\rangle)$. Averaging and solving,
\begin{equation}
\langle\phi\rangle=\frac{\langle\tau'\rangle}{1-\nu\langle\tau'\rangle},\qquad
\frac1{\langle\phi\rangle}=\frac1{\langle\tau'\rangle}-\nu .
\end{equation}
Applied to $\tau'$, inequality (\ref{var}) says $1/\langle\tau'\rangle\le\langle1/\tau\rangle+\nu$. Hence $1/\langle\phi\rangle\le\langle1/\tau\rangle$.

At high frequency, average (\ref{cc}) first. The terms in $\nu$ cancel and leave $-i\omega\langle\phi\rangle+\langle\phi/\tau\rangle=1$. Inserting the leading solution $\phi=i/\omega$ in the second term gives
\begin{equation}
\langle\phi\rangle\simeq\frac{i}{\omega}+\frac{\langle1/\tau\rangle}{\omega^2}.
\end{equation}
The absorption limit is unchanged, and the limiting ratio is now $\langle\phi\rangle\langle1/\tau\rangle\ge1$. When $\nu$ is much larger than all the important scattering rates, $1/\langle\tau'\rangle\simeq\nu+\langle1/\tau\rangle$ and the ratio tends to one. The mobility itself then measures the mean rate.

\section{Doped silicon at terahertz frequencies}

Consider n-type silicon at 300 K with $10^{17}$ electrons per cm$^3$, probed at 5 THz. The rough inputs are $m_l=0.92$ and $m_t=0.19$ free-electron masses, relative permittivity $\epsilon_r=11.7$, lattice mobility 1400 and total mobility 800 cm$^2$/Vs. The conductivity mass is $3/(1/0.92+2/0.19)=0.258$ free-electron masses, and the total mobility gives $\langle\tau\rangle=m\mu/e=0.1175$ ps.

For elastic scattering by a potential with Fourier component $V_q$, the transport rate in the Born approximation is
\begin{equation}
\frac1\tau=C\sqrt E\;\frac12\int_{-1}^{1}(1-\cos\theta)|V_q|^2\,d\cos\theta ,
\label{tr}
\end{equation}
where $C$ contains the scatterer density. A screened charge has $|V_q|^2\propto(Q+Q_s)^{-2}$, with $Q=\hbar^2q^2/2m=2E(1-\cos\theta)$. Here $Q_s=0.034\,kT$ is the value of $Q$ for $q$ equal to the inverse screening length, which is $1/(12.9$ nm). Integrating over $1-\cos\theta$ gives the Brooks--Herring form. With the acoustic rate added,
\begin{equation}
\frac1\tau=A\sqrt x+\frac{B}{8x^{3/2}}\left[\ln(1+b)-\frac{b}{1+b}\right],\qquad b=\frac{4x\,kT}{Q_s}.
\end{equation}
The lattice mobility fixes $A=3.66$ ps$^{-1}$, and the total mobility then fixes $B=11.9$ ps$^{-1}$. This $B$ is about 2.2 times the Brooks--Herring value for $10^{17}$ singly charged donors per cm$^3$, so the impurity term is a fit to the mobility and not a prediction of it. For a charged scatterer the Born approximation also needs $E$ well above the effective Rydberg, $13.6\times0.258/11.7^2$ eV $\simeq26$ meV. That is about $kT$, so the energy dependence used for slow carriers is rough, and so is the excess of $R_\infty$ over one. The mean rate and the limiting ratio follow:
\begin{equation}
\langle1/\tau\rangle=5.50+3.67=9.17\ \mathrm{ps}^{-1},\qquad
R_\infty=0.1175\times9.173=1.078 .
\end{equation}
The reciprocal mean time is 8.51 ps$^{-1}$. Screened impurities alone would give $R_\infty=2.23$ and phonons alone 1.13. The mixture lies below both: the phonon rate rises with energy while the impurity rate falls over most of the thermal range, so the two trends partly cancel.

The classical ratio has its minimum, 0.978, at 1.37 THz. It crosses one at 3.25 THz, where $\omega\langle\tau\rangle=2.40$, and reaches 1.021 at 5 THz and 1.049 at 10 THz. These digits belong to the Born model. Exact phase shifts for the same attractive screened potential give 0.33 of the Born transport rate at $x=0.05$ and 0.89 at $x=1$. Refitted to the same mobilities, they lower $R_\infty$ to 1.047 and the crossover to 3.02 THz. If $B$ is instead held at its Brooks--Herring value and the missing rate is taken proportional to $\sqrt x$, $R_\infty$ is 1.035 and the crossover 2.66 THz. The absorption coefficient follows from the complex index,
\begin{equation}
\alpha=\frac{2\omega}{c}\,\mathrm{Im}\sqrt{\epsilon_r+\frac{i\sigma}{\epsilon_0\omega}} .
\end{equation}
At 5 THz it is 103.7 cm$^{-1}$ with the averaged $\sigma$ and 101.7 cm$^{-1}$ with the Drude $\sigma$, at the same density and mobility. The difference is 2\% of the Drude value.

\section{When collisions are not instantaneous}

At 5 THz the photon energy is already $0.80\,kT$. Nor is a collision with a screened charge brief: crossing the screening length at the speed $\sqrt{kT/m}$ takes about 0.1 ps, while the phase of the field advances by about 3 radians. Both effects can be estimated together for elastic scatterers in the Born approximation, at $\omega\tau\gg1$ and with static screening. In the frame that oscillates with a free carrier, each scatterer moves with amplitude $a=e\mathcal E/(m\omega^2)$, where $\mathcal E$ is now the amplitude of a real field. To first order the perturbation is $\mathbf a\cdot\nabla V$ times $\cos\omega t$, up to a sign. Half of the cosine drives absorption, so the squared matrix element is $(\mathbf a\cdot\mathbf q)^2|V_q|^2/4$, or $a^2q^2|V_q|^2/12$ after averaging over directions.

The golden rule takes a carrier from $E$ to $E'=E+\hbar\omega$. Emission is subtracted through $f_0(E)-f_0(E')$. With $q^2=2mQ/\hbar^2$ the net power per volume is
\begin{equation}
P=\frac{g_0Ce^2\mathcal E^2}{6m\hbar\omega^3}\int_0^\infty\!\sqrt{EE'}\,[f_0(E)-f_0(E')]\,\frac12\!\int_{-1}^{1}\!Q|V_q|^2\,d\cos\theta\,dE ,
\end{equation}
where $Q=E+E'-2\sqrt{EE'}\cos\theta$. Setting $P=\frac12\mathcal E^2ne^2\Gamma/(m\omega^2)$ and using (\ref{n}) for $n$ gives the rate $\Gamma$ that replaces $\langle1/\tau\rangle$:
\begin{equation}
\Gamma=\frac{C\int\sqrt{EE'}\,\dfrac{f_0(E)-f_0(E')}{\hbar\omega}\,\dfrac12\displaystyle\int\dfrac Q2|V_q|^2\,d\cos\theta\,dE}{\int E^{3/2}(-f_0')\,dE}.
\end{equation}
For $\hbar\omega\to0$, $Q/2\to E(1-\cos\theta)$, and (\ref{tr}) shows that $\Gamma\to\langle1/\tau\rangle$.

At 5 THz this estimate gives $\Gamma=0.84\langle1/\tau\rangle$. The acoustic part is 0.99 of its classical value and the impurity part 0.61. The loss is thus mainly in the slow, distant passages of charged impurities, during which the field oscillates and its effect averages out. That is chiefly a classical effect of the duration of a collision. The thermally averaged Coulomb logarithm, 3.27, loses 1.27 here, and the loss persists, at 1.46, when $\hbar$ is taken to zero at fixed frequency, temperature and screening length. Since 5 THz lies above the plasma frequency of 1.6 THz, static screening is itself rough, and so is the figure: with no screening at this frequency the impurity part is 0.70 and the total 0.87. With $B$ at its Brooks--Herring value and the missing rate short-ranged, the total is 0.92. The 16\% reduction is larger than the classical excess of 2\% at that frequency, and larger than the limiting excess of 8\%. Combined with $R_\infty$ it gives $0.838\times1.078\simeq0.90$, below one. If 60 meV intervalley phonons carry half of the mean lattice rate, as in the last section, the same estimate gives $0.891\times1.147\simeq1.02$, above one. For this sample the classical inequality therefore does not settle the sign of the Drude error at 5 THz. A quantitative test of the classical limit needs both $\omega\langle\tau\rangle\gg1$ and $\hbar\omega\ll kT$, hence $\hbar/\langle\tau\rangle\ll kT$. Here $\hbar/\langle\tau\rangle=(0.80/3.69)\,kT=0.22\,kT$, which leaves little room. For elastic acoustic scattering alone the condition on $\hbar\omega$ is mild: $\Gamma$ falls at most to $0.92\langle1/\tau\rangle$, so $\Gamma\langle\tau\rangle$ stays above 1.03. With screened charges, $\omega$ must also be small compared with the thermal speed divided by the screening length, which is the plasma frequency. Here that angular frequency times $\langle\tau\rangle$ is only 1.2, so this sample cannot meet all the conditions.

At 1550 nm the photon energy is $31\,kT$. The acoustic part of the rate is 1.39 times its classical value, because more final states are available. The impurity part drops to 0.006 times its classical value, because $|V_q|^2$ falls as $Q^{-2}$ at the large momentum transfers now required. The elastic model gives 0.062 cm$^{-1}$ against 0.069 cm$^{-1}$ for Drude. These are not predictions of measured loss: the final states lie about 0.8 eV up the band, where a parabolic form is unreliable, and phonon energies are left out. With 60 meV intervalley phonons carrying half of the mean lattice rate, the rate is 1.76 times the Drude rate instead of 0.90, so even the ordering of the two figures is not fixed.

\section{The model beside real silicon}

The masses, permittivity and mobilities are typical of silicon at this doping, to rough accuracy. An absorption of 104 cm$^{-1}$ reduces the intensity of a wave by a factor $e$ in about 0.1 mm, so the example represents a doped section and not a low-loss guide. Of the changes tried here, with the inputs chosen, intervalley phonons alter $R_\infty$ most. If phonons of roughly 60 meV carry half of the mean lattice rate, with both mobilities held fixed, $R_\infty$ rises from 1.08 to 1.15. Direction-dependent relaxation, with a longitudinal time taken for illustration as half the transverse one and a common energy dependence, would multiply $R_\infty$ by 1.04. In the equal-mass model, carrier--carrier collisions at 3.67 ps$^{-1}$, equal to the mean impurity rate, lower it to 1.07 at fixed $\tau(E)$, and the mobility drops to 792 cm$^2$/Vs. Collisions between electrons in different valleys conserve momentum but not current, and that model leaves this out. Fermi statistics change $R_\infty$ by less than 0.001. For a donor level roughly 45 meV deep with two spin states there are about 4 neutral donors per 100 ionized ones. Phosphorus donors in silicon have ten further states roughly 12 meV higher, which raise this number about fourfold. Scattering by neutral donors and absorption by their bound electrons are left out. The reduction of the rate estimated at 5 THz, between 8\% and 16\% in the variants above, is larger than each of the changes in $R_\infty$ computed here.

\section*{Calculated quantities}
\begin{verbatim}
Test power, time integration: 0.074056 (scaled units)
Test power, averaged formula: 0.074056 (scaled units)
acoustic: r = -0.5, limit ratio 1.1318, crossover omega<tau> 1.712
bare impurity: r = 1.5, limit ratio 3.3953, crossover omega<tau> 2.544
Temperature: 300 K; kT: 25.85 meV
Electron density: 1.0e+17 cm^-3
Masses long, trans: 0.92, 0.19 m_e
Conductivity mass: 0.2583 m_e
Relative permittivity: 11.7
Lattice, total mobility: 1400, 800 cm2/Vs
Screening length: 12.93 nm
Screening energy / kT: 0.0341
Acoustic strength A: 3.6584 1/ps
Impurity strength B: 11.942 1/ps
Mean acoustic rate: 5.504 1/ps
Mean impurity rate: 3.669 1/ps
Mean time <tau>: 0.11750 ps
Reciprocal 1/<tau>: 8.511 1/ps
Mean rate <1/tau>: 9.173 1/ps
Limit ratio <tau><1/tau>: 1.0778
Screened impurity alone, limit ratio: 2.2344
Crossover: omega<tau> 2.396, frequency 3.245 THz
Lowest ratio: 0.9776 at 1.370 THz
Classical ratio R at 0.5 THz: 0.9913
Classical ratio R at 1.0 THz: 0.9801
Classical ratio R at 2.0 THz: 0.9822
Classical ratio R at 3.0 THz: 0.9965
Classical ratio R at 5.0 THz: 1.0206
Classical ratio R at 10.0 THz: 1.0487
omega<tau> at 5 THz: 3.691
Absorption at 5 THz, averaged: 103.72 cm^-1
Absorption at 5 THz, Drude: 101.69 cm^-1
Ratio of these absorption coefficients: 1.0199
Fermi level from band edge: -5.613 kT
Limit ratio with Fermi statistics: 1.0775
Neutral/ionized donors, 45 meV level: 0.0416
Anisotropy factor, tau_l/tau_t = 0.5: 1.0424
Limit ratio with 60 meV intervalley phonons: 1.147
Carrier-carrier rate used: 3.669 1/ps
Mobility with it: 791.6 cm2/Vs
Limit ratio with it: 1.0665
Photon energy / kT at 5 THz: 0.800
Quantum/classical mean rate there: 0.8376
Photon energy / kT at 1550 nm: 30.94
Quantum/classical, acoustic, there: 1.3859
Quantum/classical, impurity, there: 0.0062
Elastic quantum/Drude absorption there: 0.8990
Drude absorption there: 0.0692 cm^-1
Elastic quantum absorption there: 0.0622 cm^-1
\end{verbatim}
